**Dimerisation of the half-filled SSH chain**

**Problem**

A chain of N sites with spacing a carries one electron per site. Site n is displaced by u_n along the chain, and the Su-Schrieffer-Heeger Hamiltonian is

H = −Σ_{n,s} [t0 − α y_n] (c†_{n+1,s} c_{n,s} + h.c.) + (K/2) Σ_n y_n²,  y_n = u_{n+1} − u_n.

Here s is the spin, t0 the hopping of the uniform chain, α the loss of hopping per unit stretch and K the spring constant. The electrons do not interact, the temperature is zero, the ions are classical and static, N → ∞, and the total length is fixed, Σ y_n = 0. Take u_n = (−1)ⁿ u with u ≥ 0.

(a) Find the energy per site e(u).
(b) Find the electronic gain at small u, and the range of u in which it exceeds the elastic cost.
(c) Find the equilibrium u for t0 ≈ 2.5 eV, α ≈ 4.1 eV/Å, K ≈ 21 eV/Å².

These are rough two-figure model values. Part (c) is a worked example of the model and is not compared with any measurement. The units are eV and Å, in which these parameters are round.

**First estimate by scaling**

For even n, y_n = −u − u = −2u, and for odd n, y_n = +2u. The hoppings alternate as t± = t0 ± 2αu, so the dimensionless distortion is z = 2αu/t0. Every bond has y² = 4u², and there is one bond per site, so the cost is 2Ku². With u = t0z/(2α),

cost = K t0² z²/(2α²) = (2t0/π) z²/(2λ),  λ = 2α²/(π t0 K).

The uniform band −2t0 cos ka is filled up to ka = ±π/2. At a distance x = π/2 − |ka| from a Fermi point an occupied state has energy about −2t0x. The period-2a distortion couples it to the empty state at k ± π/a, of energy +2t0x, with a matrix element of size t₊ − t₋ = 4αu = 2t0z. Second-order perturbation theory lowers the occupied state by (2t0z)²/(4t0x) = t0z²/x. One electron per site is spread evenly over 0 < x < π/2, a weight (2/π)dx. The expression holds only for x above about z, where the splitting exceeds the coupling, and the linear dispersion fails at x of order 1. Hence

gain ≈ (2/π) ∫ t0z² dx/x = (2t0/π) z² ln(c/z),

with an unknown constant c of order one. It absorbs both cutoffs and the states with x < z, which are each lowered by at most 2t0z, have weight of order z, and so add order t0z² without a logarithm. The net energy is −(2t0/π)z²[ln(c/z) − 1/(2λ)]. Its derivative is proportional to 2z[ln(c/z) − 1/2 − 1/(2λ)], which vanishes at

z ≈ C exp(−1/(2λ)),  C = c·exp(−1/2).

For the given parameters λ = 2(4.1)²/(π·2.5·21) = 0.2038 and 1/(2λ) = 2.453, so z is of order 0.1. Since t0/(2α) = 0.305 Å, u is a few hundredths of an ångström. The estimate cannot fix C.

**Exact solution**

*Why the length is fixed.* A uniform stretch y replaces t0 by t0 − αy. The uniform chain has electronic energy −4t0/π per site (shown below), so e = −4(t0 − αy)/π + Ky²/2. The force 4α/π = 5.22 eV/Å would shrink every bond of a chain kept undimerised by 4α/(πK) = 0.249 Å. The constraint Σ y_n = 0 removes this, and a is the actual mean spacing.

*Bands.* Put ψ_n = A exp(ikna) on even sites and B exp(ikna) on odd sites. An even site has t₊ to its right and t₋ to its left, an odd site the reverse, so

εA = −hB,  εB = −h*A,

h = t₊ exp(ika) + t₋ exp(−ika) = 2t0 cos ka + i·4αu sin ka.

Multiplying the two equations gives ε² = |h|². With θ = ka,

ε = ±2t0 D(θ),  D = √(cos²θ + z² sin²θ).

At θ = π/2, D = z, so the gap is 4t0z = 8αu.

*Energy.* The cell has length 2a, so there are N/2 values of k in |k| ≤ π/(2a), with density Na/(2π). Two spins in N/2 states fill the lower band exactly:

e_el = −(2/N)(N/2π) ∫ 2t0 D dθ over (−π/2, π/2) = −(4t0/π) 𝖤.

The last step uses that D is even in θ. Since D² = 1 − m sin²θ with m = 1 − z², the integrals

𝖤 = ∫₀^{π/2} D dθ,  𝖪 = ∫₀^{π/2} dθ/D

are the complete elliptic integrals of parameter m (𝖪 is not the spring constant K). All θ-integrals below run over this range unless marked. The answer to (a) is

e(z) = −(4t0/π) [𝖤 − z²/(4λ)].

The spacing a has dropped out. At z = 0, 𝖤 = ∫cos θ dθ = 1 and e(0) = −4t0/π = −3.183 eV.

*Derivative.* From ∂D/∂z = z sin²θ/D,

d𝖤/dz = zF,  F = ∫ sin²θ/D dθ = (𝖪 − 𝖤)/(1 − z²),

where the second form uses sin²θ = (1 − D²)/m.

*The logarithm.* Set t = tan θ. Then dθ = dt/(1+t²) and D² = (1+z²t²)/(1+t²), so

𝖪 = ∫₀^∞ dt/√[(1+t²)(1+z²t²)].

Under t = 1/(zs), |dt| = ds/(zs²) and the square root becomes √[(1+z²s²)(1+s²)]/(zs²), so the integrand keeps its form while (1/√z, ∞) maps onto (0, 1/√z). Therefore 𝖪 is twice the integral up to X = 1/√z. Let L = ln(4/z) = 2 ln 2X.

For an upper bound, drop the factor 1+z²t² ≥ 1, which gives 𝖪 ≤ 2 arsinh X. Because √(1+X²) ≤ X + 1/(2X), arsinh X = ln(X + √(1+X²)) ≤ ln 2X + ln(1 + 1/(4X²)) ≤ ln 2X + z/4. Thus 𝖪 ≤ L + z/2.

For a lower bound, use 1/√(1+w) ≥ 1 − w/2 (a convex function lies above its tangent) with w = z²t². The amount subtracted from 2 arsinh X is then at most z²∫₀^X t²dt/√(1+t²) ≤ z²X²/2 = z/2, and arsinh X ≥ ln 2X. Thus 𝖪 ≥ L − z/2.

Also cos θ ≤ D ≤ cos θ + z sin θ gives 1 ≤ 𝖤 ≤ 1 + z. Together, F = L − 1 + O(z). Integrating by parts, ∫₀^z z′ ln(4/z′) dz′ = z²L/2 + z²/4, so integrating d𝖤/dz = zF from 𝖤 = 1 gives

𝖤 = 1 + z²L/2 + z²/4 − z²/2 + O(z³) = 1 + (z²/2)(L − 1/2) + O(z³).

*Gain against cost.* To this order,

e(z) − e(0) ≈ −(2t0/π) z² [ln(4/z) − 1/2 − 1/(2λ)].

The gain goes as u² ln(2t0/(αu)), whose argument is dimensionless. As z → 0 the logarithm exceeds any fixed 1/(2λ), so in this model the uniform chain is unstable for every λ > 0. The gain wins only up to a break-even point, which for small λ is where the bracket vanishes:

z_c ≈ 4 exp(−1/2 − 1/(2λ)).

*The minimum is unique.* Exactly,

de/dz = (4t0/π) z [1/(2λ) − F(z)].

Differentiating F under the integral gives F′ = −zJ with J = ∫ sin⁴θ/D³ dθ > 0, so F decreases strictly. It diverges as L − 1 at z → 0, and D ≥ z sin θ gives F ≤ 1/z → 0 at large z. Hence

F(z0) = 1/(2λ)

has one root; e falls below it and rises above it, so it is the global minimum among alternating patterns. Since 𝖤 ≤ 1 + z grows at most linearly against a quadratic cost, e crosses e(0) exactly once beyond z0, which completes (b). At z = 1, D = 1 and F = π/4, so z0 < 1 requires 1/(2λ) > π/4, that is λ < 2/π = 0.637. For larger λ, t₋ would be negative and the linear hopping law has lost its meaning.

*Weak coupling.* With F ≈ L − 1,

z_w = 4 exp(−1 − 1/(2λ)),

and z_c ≈ exp(1/2)·z_w. At z_w the bracket in e − e(0) equals L − 1/2 − (L − 1) = 1/2, so the net gain is t0z_w²/π.

*Next order.* Write σ = sin θ, γ = cos θ. Since dD/dθ = −mσγ/D,

d(σγ/D)/dθ = [(γ² − σ²)D² + mσ²γ²]/D³.

Insert σ² = (1 − D²)/m and γ² = (D² − z²)/m, using m − 1 = −z². Then

m(γ² − σ²)D² = 2D⁴ − (1+z²)D²,

m²σ²γ² = (1 − D²)(D² − z²) = −D⁴ + (1+z²)D² − z².

Their sum is m times the square bracket and equals D⁴ − z², so m d(σγ/D)/dθ = D − z²/D³. The product σγ vanishes at both limits, hence ∫dθ/D³ = 𝖤/z². Then

d𝖪/dz = −z∫σ²/D³ dθ = −(z/m)(𝖤/z² − 𝖪) = −(𝖤 − z²𝖪)/(zm).

With the forms already found, 𝖤 − z²𝖪 = 1 − z²L/2 − z²/4 + O(z³). Multiplying by 1/m ≈ 1 + z² gives d𝖪/dz = −1/z + z(L/2 − 3/4) + O(z²). Because dL/dz = −1/z and 𝖪 − L → 0 by the bound,

𝖪 = L + z²L/4 + z²/8 − 3z²/8 + O(z³) = L + (z²/4)(L − 1) + O(z³).

Now 𝖪 − 𝖤 = L − 1 + z²(L/4 − 1/4 − L/2 + 1/4) = L − 1 − z²L/4, and the factor 1 + z² adds z²(L − 1):

F = L − 1 + (3/4)z²(L − 4/3) + O(z³).

Integrating z times the new term, with ∫₀^z z′³ ln(4/z′) dz′ = z⁴L/4 + z⁴/16, adds (3/4)(z⁴/4)(L + 1/4 − 4/3) = (3/16)z⁴(L − 13/12) to 𝖤. The condition F = 1/(2λ) becomes z = z_w exp[(3/4)z²(L − 4/3)], whose right side can be evaluated at z_w as long as z_w is small, that is for small λ.

*Numbers.* λ = 0.20384 lies below 2/π. Weak coupling gives L = 1 + 2.45291 = 3.45291, z_w = 4 exp(−3.45291) = 0.12661 and u = 0.12661 × 0.30488 Å = 0.03860 Å. The correction exponent is 0.75 × 0.12661² × (3.45291 − 4/3) = 0.02548, giving z = 0.12988 and u = 0.03960 Å. The exact root is z0 = 0.13008, where m = 0.983080 and

F = (3.436287 − 1.024880)/0.983080 = 2.4529 = 1/(2λ).

The answer to (c) is

u0 = 0.13008 × 0.30488 Å = 0.0397 Å = 0.0749 bohr.

The hoppings are 2.825 eV and 2.175 eV, long and short bonds differ by 4u0 = 0.159 Å along the chain axis, and the gap is 8αu0 = 1.30 eV = 0.0478 Ha. The gain is 3.1831 eV × 0.024880 = 79.20 meV and the cost 2 × 21 × 0.03966² eV ≈ 66.1 meV, leaving 13.14 meV = 0.483 mHa per site. Energies in meV per site:

u (Å)  gain  cost  e − e(0)  log formula
0.01  7.37  4.20  −3.17  −3.17
0.04  80.34  67.20  −13.14  −12.72
0.06  156.60  151.20  −5.40  −3.63
0.07  200.85  205.80  +4.95  +7.99

The sign changes at u = 0.0658 Å.

*Stiffness and the Kohn anomaly.* Differentiating de/dz once more, multiplying by (dz/du)² = 4α²/t0² and using 16α²/(πt0) = 8λK,

d²e/du² = 4K[1 − 2λF + 2λz²J].

From σ⁴ = (1 − 2D² + D⁴)/m², J = (𝖤/z² − 2𝖪 + 𝖤)/m², so z²J → 1 as z → 0. The bare stiffness 4K of the mode with wave number π/a = 2k_F is then reduced by the factor 1 − 2λ(L − 2), which tends to −∞ logarithmically. This is the Kohn anomaly of the chain at zero temperature. At the minimum 2λF = 1, and the factor is 2λz0²J = 0.4077 × 0.9581 = 0.3906, a stiffness of 32.8 eV/Å² against 84 eV/Å².

*Sensitivity.* Varying F(z0) = 1/(2λ) gives −z0J dz0 = −dλ/(2λ²), or z0²J dln z0 = dln λ/(2λ). With λ ∝ α² and u0 ∝ z0/α,

dln u0/dln α = 1/(λz0²J) − 1 = 4.12.

A relative change of α is multiplied about fourfold in u0. With two-figure inputs the physical statement is u0 ≈ 0.04 Å; further digits describe the model only.

**Comparison**

The estimate gave the coefficient (2t0/π)z² of the logarithm and the exponent 1/(2λ) correctly. The exact work supplies c = 4 exp(−1/2), from L − 1/2 = ln(c/z), and so C = 4 exp(−1). Both are of order one, as assumed.

quantity  logarithmic order  exact
u0 (Å)  0.0386  0.0397
gap (eV)  1.266  1.301
net gain (meV/site)  12.76  13.14
break-even u (Å)  0.0636  0.0658

Relative to the exact u0, the logarithmic value is 2.66 % low and the corrected one 0.15 % low. The sign of the first error follows from the positive term (3/4)z²(L − 4/3) in F, which makes z0 = z_w times a factor above one. The positive z⁴ term in 𝖤 likewise puts the exact energy below the logarithmic formula, by a margin that grows with u in the first table.

The estimate attributes the logarithm to states at the Fermi points, and moving those points tests this. At quarter filling the lower band is occupied only for θ < π/4, where D − cos θ ≈ z² sin²θ/(2cos θ) is finite. Using sin²θ/cos θ = sec θ − cos θ and ∫sec θ dθ = ln(sec θ + tan θ),

gain = (4t0/π)(z²/2)[ln(1+√2) − 1/√2] = (2t0/π)(0.17427) z² = 0.277 eV·z².

A 400-site ring gives gain/z² = 0.2774 eV at both z = 0.01 and z = 0.001, far below cost/z² = 3.90 eV, so this small period-2a distortion is unfavourable there. At half filling gain/z² rises from 5.441 eV to 6.537 eV between z = 0.08 and 0.04. The rise of 1.096 eV is slightly below (2t0/π) ln 2 = 1.103 eV, the direction required by the z⁴ term, which raises the value at z = 0.08 more.

The same picture shows where the instability at arbitrarily small λ fails, since anything that cuts off ∫dx/x above x ≈ z caps the logarithm. In a ring of N = 4n + 2 sites the allowed θ = 2πj/N come no closer than π/N to π/2, so ln(1/z) saturates near ln N, and such a ring distorts from the uniform state only for λ above a threshold of order 1/(2 ln N); a ring of N = 4n sites instead has a level at θ = π/2, where D = z, so its gain is linear in z and wins at small z for any λ. In mean-field theory, thermal occupation cuts the integral near x ≈ k_BT/t0. Electron repulsion, quantum and thermal lattice fluctuations, and coupling between chains lie outside the model. Uniqueness was proved only among alternating patterns. A 100-site ring with all bonds free at fixed length, started from a randomly perturbed alternation, relaxed back to within 1.3×10⁻⁷ Å of it, which indicates local stability and does not prove global minimality.

The numerical check, which writes 𝖪 and 𝖤 as KK and EE, tests these formulas against ring diagonalisation, quadrature and high-precision derivatives, and prints the numbers used.

Computed values

```
inputs: t0 = 2.5 eV, alpha = 4.1 eV/A, K = 21.0 eV/A^2
lambda = 0.20384, 1/(2 lambda) = 2.45291, 2/pi = 0.63662
e(0) = -3.18310 eV/site, 4K = 84.0 eV/A^2
stretch force 4alpha/pi = 5.2203 eV/A, free shrink = 0.2486 A
u per unit z: t0/(2 alpha) = 0.30488 A
weak coupling: z = 0.12661, L = 3.45291, u = 0.03860 A
correction exponent = 0.02548, corrected z = 0.12988, u = 0.03960 A
exact z0 = 0.13008, m = 0.983080
KK = 3.436287, EE = 1.024880, F = 2.45291
exact u0 = 0.03966 A = 0.07494 bohr
ring N=200 direct minimum u = 0.03966 A
weak-coupling error in u = -2.66 %, corrected = -0.15 %
long minus short bond along chain 4u0 = 0.1586 A
hoppings: 2.8252 eV, 2.1748 eV
gap 8 alpha u0 = 1.3008 eV = 0.04780 Ha
weak-coupling gap = 1.2661 eV
electronic gain = 79.195 meV/site, elastic cost = 66.053 meV/site
net gain = 13.142 meV/site = 0.4830 mHa/site
weak-coupling net gain t0 z^2/pi = 12.757 meV/site
break-even: exact z = 0.21575, u = 0.06578 A
break-even: weak z = 0.20875, u = 0.06364 A
z0^2 J = 0.95809
curvature = 32.810 eV/A^2 (ring 32.810 eV/A^2)
curvature/4K = 0.3906, 2 lambda = 0.4077
dln u0/dln alpha = 4.120 (ring 4.121), 1/lambda-1 = 3.906
full relaxation N=100: max bond deviation = 1.3e-07 A
half filling gain/z^2 at z=0.08, 0.04: 5.4412, 6.5369 eV
rise = 1.0957 eV, (2t0/pi) ln2 = 1.1032 eV
quarter filling gain/z^2 at z=0.01, 0.001: 0.2774, 0.2774 eV
quarter filling constant = 0.17427, formula gain/z^2 = 0.2774 eV
elastic cost/z^2 = 3.9039 eV
u (A), z, gain, cost, e-e(0) exact, e-e(0) log formula (meV/site)
0.01 0.0328    7.371    4.200   -3.171   -3.169
0.02 0.0656   24.762   16.800   -7.962   -7.928
0.03 0.0984   49.538   37.800  -11.738  -11.590
0.04 0.1312   80.340   67.200  -13.140  -12.723
0.05 0.1640  116.254  105.000  -11.254  -10.328
0.06 0.1968  156.601  151.200   -5.401   -3.634
0.07 0.2296  200.850  205.800    4.950    7.987
0.08 0.2624  248.573  268.800   20.227   25.065
```
